# Orbital Hall response from orbital texture without spin-orbit coupling

## First half: the response as a precession of the orbital state

Take a square lattice with one $p_x$ and one $p_y$ orbital per site, spinless electrons and no spin-orbit coupling. Its Bloch Hamiltonian has the form

$$H(\mathbf k)=d_0+d_x\sigma_x+d_z\sigma_z,\qquad (d_x,d_z)=|d|\,(\sin\theta,\cos\theta),$$

where the Pauli matrices act on the pair $(p_x,p_y)$. The angle $\theta(\mathbf k)$ says which real mixture of the two orbitals forms each band; its variation with $\mathbf k$ is the orbital texture. A uniform force $F_x$ on the electrons drives a transverse current of orbital angular momentum, $J_y=KF_x$, with

$$K=\int\!\frac{d^2k}{(2\pi)^2}\,(f_--f_+)\,\frac{\partial_y d_0\;\partial_x\theta}{2|d|}.\tag{1}$$

Here $f_\mp$ are the Fermi occupations of the lower and upper band, and $\partial_x$, $\partial_y$ are derivatives with respect to $k_x$, $k_y$. Equation (1) has two factors besides the occupations and the splitting: the texture must vary along the force, and the average band $d_0$ must have a velocity across it. In this model texture is therefore necessary but not sufficient.

Hartree units are used ($\hbar=e=m=1$) and lengths are counted in the lattice constant $a$. $K$ does not depend on $a$, because the two $k$ derivatives cancel the area element.

### The lattice Hamiltonian

Let $\mathbf n$ be the unit vector along a bond. A $p$ orbital pointing along the bond hops with amplitude $V_\sigma$, one perpendicular to it with $V_\pi$. The hopping matrix is thus $V_\sigma\,\mathbf n\mathbf n^T+V_\pi(1-\mathbf n\mathbf n^T)$. Diagonal neighbours have the amplitudes $W_\sigma$, $W_\pi$. The on-site energy is zero.

The bonds along $\pm x$ give $2\cos k_x\,\mathrm{diag}(V_\sigma,V_\pi)$ and those along $\pm y$ give $2\cos k_y\,\mathrm{diag}(V_\pi,V_\sigma)$. Half the sum of the two diagonal entries multiplies the unit matrix, half their difference multiplies $\sigma_z$:

$$(V_\sigma+V_\pi)(\cos k_x+\cos k_y)+(V_\sigma-V_\pi)(\cos k_x-\cos k_y)\,\sigma_z .$$

For the diagonal bonds $\mathbf n=(1,\pm1)/\sqrt2$, and the matrix is $\tfrac12(W_\sigma+W_\pi)\pm\tfrac12(W_\sigma-W_\pi)\sigma_x$. The upper sign carries the phase sum $2\cos(k_x+k_y)$, the lower one $2\cos(k_x-k_y)$. The sum of these cosines is $4\cos k_x\cos k_y$ and their difference is $-4\sin k_x\sin k_y$. With

$$A=V_\sigma+V_\pi,\quad A'=2(W_\sigma+W_\pi),\quad B=V_\sigma-V_\pi,\quad C=2(W_\sigma-W_\pi)$$

the Hamiltonian is therefore given by

$$d_0=A(\cos k_x+\cos k_y)+A'\cos k_x\cos k_y,$$
$$d_z=B(\cos k_x-\cos k_y),\qquad d_x=-C\sin k_x\sin k_y .\tag{2}$$

The band energies are $E_\pm=d_0\pm|d|$. The parameter $C$ mixes the two orbitals. When $C$ is small against $B$, strong mixing is confined to narrow strips around the lines $k_x=\pm k_y$; this is what weak texture means below.

### Angular momentum and its current

The orbitals with $m=\pm1$ are $(p_x\pm ip_y)/\sqrt2$, up to a phase. The operator $L_z=\sum_m m\,|m\rangle\langle m|$ is, in the basis $(p_x,p_y)$,

$$L_z=\begin{pmatrix}0&-i\\ i&0\end{pmatrix}=\sigma_y .$$

This is the angular momentum about each atom; circulation between atoms is left out. The matrix $H(\mathbf k)$ is real, so a nondegenerate band state can be chosen real, and then $\langle\sigma_y\rangle=0$. No band state carries an orbital moment before the force acts.

The position operator is taken to be diagonal in the orbitals. On one site this follows from parity, since $x$ and $y$ have no matrix elements between $p$ orbitals; dipole elements between different sites are neglected. The velocity is then $v_y=\partial_yH$. For the current of $L_z$ the conventional symmetrized product is used:

$$j_y=\tfrac12\{v_y,L_z\}=(\partial_yd_0)\,\sigma_y .\tag{3}$$

The parts of $v_y$ with $\sigma_x$ and $\sigma_z$ drop out because they anticommute with $\sigma_y$. Each electron thus transports its $L_z$ with the velocity of the average band.

This definition has a limit. The angular momentum is not conserved:

$$\frac{dL_z}{dt}=i[H,\sigma_y]=2d_z\sigma_x-2d_x\sigma_z .$$

The lattice exerts a torque on the orbital. $K$ describes a bulk current and does not by itself determine how much angular momentum collects at an edge.

### Precession under the force

Under a uniform force the crystal momentum moves as $\dot k_x=F$, and the vector $\mathbf d=(d_x,0,d_z)$ seen by an electron turns with it. Let $\mathbf S=\langle\boldsymbol\sigma\rangle$. The commutation rules of the Pauli matrices give

$$\dot{\mathbf S}=2\,\mathbf d\times\mathbf S .\tag{4}$$

The lower band has $\mathbf S=-\hat{\mathbf d}$, with $\hat{\mathbf d}=(\sin\theta,0,\cos\theta)$. Define $\mathbf e=\partial\hat{\mathbf d}/\partial\theta=(\cos\theta,0,-\sin\theta)$. Direct multiplication gives $\hat{\mathbf d}\times\mathbf e=\hat{\mathbf y}$ and $\hat{\mathbf d}\times\hat{\mathbf y}=-\mathbf e$.

When the force is switched on slowly compared with the precession period $\pi/|d|$, the state stays close to the lower band. Write $\mathbf S=-\hat{\mathbf d}+\alpha\,\mathbf e+\beta\,\hat{\mathbf y}$, with $\alpha$ and $\beta$ of first order in $F$. On the left of (4) the leading term is $-\dot\theta\,\mathbf e$; the time derivatives of $\alpha$ and $\beta$ are smaller, since they contain a second slow rate. On the right, $\hat{\mathbf d}\times\hat{\mathbf d}=0$, and therefore

$$-\dot\theta\,\mathbf e=2|d|\,(\alpha\,\hat{\mathbf y}-\beta\,\mathbf e).$$

The $\hat{\mathbf y}$ component gives $\alpha=0$. The $\mathbf e$ component gives $\beta=\dot\theta/(2|d|)$. With $\dot\theta=F\,\partial_x\theta$ the result is

$$\langle L_z\rangle_-=\frac{F\,\partial_x\theta}{2|d|},\qquad \langle L_z\rangle_+=-\langle L_z\rangle_- .\tag{5}$$

The upper band has the opposite sign because it starts from $\mathbf S=+\hat{\mathbf d}$, which reverses the left side.

The meaning is simple. The orbital mixture must turn in the plane of real states. Precession can turn it there if $\mathbf S$ has a component out of that plane, and this component is angular momentum. No coupling to spin is involved.

Multiplying (5) by the velocity $\partial_yd_0$ from (3), weighting with the occupations and integrating over the zone gives (1). The displacement of the Fermi sea adds nothing at this order, since it multiplies the $\langle L_z\rangle$ of undisturbed band states, which is zero. In a metal the response thus has no Drude part.

### Why the integral does not cancel

From $\tan\theta=d_x/d_z$,

$$\partial_x\theta=\frac{d_z\,\partial_xd_x-d_x\,\partial_xd_z}{|d|^2}.$$

Equation (2) gives $\partial_xd_x=-C\cos k_x\sin k_y$ and $\partial_xd_z=-B\sin k_x$. The numerator is

$$-BC\sin k_y\left[\cos^2k_x-\cos k_x\cos k_y+\sin^2k_x\right],$$

so that

$$\partial_x\theta=-\frac{BC\sin k_y\,(1-\cos k_x\cos k_y)}{|d|^2},\qquad \partial_yd_0=-\sin k_y\,(A+A'\cos k_x).$$

Both factors are odd in $k_y$. The angular momentum (5) therefore sums to zero over the zone, while its product with the velocity is even and survives:

$$\frac{\partial_yd_0\,\partial_x\theta}{2|d|}=\frac{BC\sin^2k_y\,(1-\cos k_x\cos k_y)(A+A'\cos k_x)}{2|d|^3}.\tag{6}$$

For $BC>0$ and $A>|A'|$ this is nowhere negative, and it vanishes on no more than lines and points. At any finite temperature $f_->f_+$ wherever the bands are split, hence $K>0$. At zero temperature a region with the lower band filled and the upper band empty is needed. A partly filled pair of bands has one: otherwise the open sets $E_-<\mu$ and $E_+>\mu$, with $\mu$ the Fermi level, would divide the zone, less its isolated touching points, into two separate pieces, and the zone without a few points is connected. This proves that texture can produce an orbital Hall response without spin-orbit coupling.

Two cases show what each ingredient does. If $C=0$, the $p_x$ and $p_y$ bands are independent, the force cannot mix them, and $K=0$. If $A=A'=0$, the texture still varies but $d_0$ is flat; each electron acquires angular momentum and none of it is carried sideways, so again $K=0$.

### A pair of states

Choose the round parameters $V_\sigma=0.05$, $V_\pi=-0.01$, $W_\sigma=0.02$ and $W_\pi=-0.005$ hartree. They stand for no particular material. Then $A=0.04$, $A'=0.03$, $B=0.06$ and $C=0.05$ hartree.

At $\mathbf k=(\pi/2,\pi/2)$ all cosines vanish, so $d_z=0$ and $|d|=C=0.05$ hartree. The slope of the texture is $\partial_x\theta=-BC/C^2=-0.06/0.05=-1.2\,a$, and $\partial_yd_0=-A=-0.04$ hartree $a$. Equation (5) gives

$$\frac{\langle L_z\rangle_-}{F}=\frac{-1.2}{2\times0.05}=-12\ \frac{\hbar a}{\text{hartree}} .$$

At $(\pi/2,-\pi/2)$ the slope, the velocity and the angular momentum all change sign. The two electrons carry opposite $L_z$ in opposite directions. Each contributes $(-12)(-0.04)=12\times0.04=0.48\,a^2$ to the integrand (6), and the two contributions add.

## Second half: linear response, and what the two derivations assume

The symbols are those of the first half. $H=d_0+d_x\sigma_x+d_z\sigma_z$ acts on $(p_x,p_y)$, with $(d_x,d_z)=|d|(\sin\theta,\cos\theta)$ and energies $E_\pm=d_0\pm|d|$. The constants $A,A'$ set the dispersion of $d_0$; $d_z=B(\cos k_x-\cos k_y)$ and $d_x=-C\sin k_x\sin k_y$. The angular momentum is $L_z=\sigma_y$ and its current is $j_y=(\partial_yd_0)\sigma_y$. Precession gave $J_y=KF_x$ with equation (1), and the integrand has the explicit form (6).

### The same result from the density matrix

Let the force oscillate as $Fe^{-i\omega t}$, with $\omega$ to be sent to zero. The crystal momentum is displaced by

$$u(t)=\int^tF(t')\,dt'=\frac{iF}{\omega}\,e^{-i\omega t}.$$

To first order the Hamiltonian becomes $H+u\,v_x$ with $v_x=\partial_xH$, and the current operator becomes $j_y+u\,\partial_xj_y$. The second change must be kept, because $u$ grows as $1/\omega$.

Let $m,n$ label the bands at one $\mathbf k$. The first-order part of $i\dot\rho=[H,\rho]$ reads

$$\omega\rho_{mn}=(E_m-E_n)\rho_{mn}+u\,(v_x)_{mn}(f_n-f_m),$$

so that

$$\rho_{mn}=\frac{u\,(v_x)_{mn}(f_n-f_m)}{\omega-(E_m-E_n)} .$$

For $\omega$ small against the splitting, the fraction is expanded as

$$\frac1{\omega-(E_m-E_n)}=-\frac1{E_m-E_n}-\frac{\omega}{(E_m-E_n)^2}+\dots$$

The first term, multiplied by $u$, would diverge as $1/\omega$. Put it into $\sum (j_y)_{nm}\rho_{mn}$, exchange the labels in the part with $f_m$, and add the change of the current operator. The sum is

$$u\sum_nf_n\Big[(\partial_xj_y)_{nn}+\sum_{m\ne n}\frac{(j_y)_{nm}(v_x)_{mn}+(v_x)_{nm}(j_y)_{mn}}{E_n-E_m}\Big].$$

By first-order perturbation theory the bracket is the $k_x$ derivative of the band expectation value $\langle n|j_y|n\rangle$. That value is zero at every $\mathbf k$ without degeneracy, because $H$ is real and $j_y$ contains $\sigma_y$. The dangerous term vanishes.

In the second term $-\omega u\to-iF$ as $\omega\to0$. It gives

$$J_y=-iF\sum_{n\neq m}(f_n-f_m)\frac{(j_y)_{nm}(v_x)_{mn}}{(E_m-E_n)^2}.$$

The terms $(n,m)=(-,+)$ and $(+,-)$ are combined. Since both operators are Hermitian, the difference of the two products is $2i$ times an imaginary part, and the contribution of one $\mathbf k$ is

$$J_y=2F\,(f_--f_+)\,\frac{\mathrm{Im}\,[\langle-|j_y|+\rangle\langle+|v_x|-\rangle]}{(2|d|)^2}.\tag{7}$$

This is the interband Kubo formula. The eigenvectors are

$$|+\rangle=\begin{pmatrix}\cos\frac\theta2\\ \sin\frac\theta2\end{pmatrix},\qquad |-\rangle=\begin{pmatrix}-\sin\frac\theta2\\ \cos\frac\theta2\end{pmatrix}.$$

They give $\langle-|\sigma_y|+\rangle=i$, $\langle+|\sigma_x|-\rangle=\cos\theta$ and $\langle+|\sigma_z|-\rangle=-\sin\theta$. Hence

$$\langle+|v_x|-\rangle=\cos\theta\,\partial_xd_x-\sin\theta\,\partial_xd_z=|d|\,\partial_x\theta .$$

In the last step the derivative of $|d|$ cancels and the two terms with $\partial_x\theta$ add through $\cos^2\theta+\sin^2\theta=1$. The imaginary part in (7) is $\partial_yd_0\,|d|\,\partial_x\theta$. Division by $4|d|^2$ and multiplication by 2 leave $\partial_yd_0\,\partial_x\theta/(2|d|)$, which is the integrand of (1).

### What each derivation assumes

Both treat independent electrons in a perfect lattice under a uniform force, with the same position operator and the same current. Both omit the corrections by which impurity scattering changes the current vertex. Both use the reality of $H$, which follows from time reversal together with inversion. If inversion is broken but time reversal is kept, a term $d_y\sigma_y$ odd in $\mathbf k$ may appear, and band states can then carry $L_z$. The displacement of the Fermi sea still adds nothing to $J_y$, but for another reason: $\langle n|j_y|n\rangle$ is even in $\mathbf k$, while the change of the occupations is odd. Without time reversal this contribution can be finite.

The precession argument needs two levels and a slowly applied force. It follows one electron and shows where the angular momentum comes from. Its small quantity is $|\dot\theta|/(2|d|)$, so it also tells how weak the force must be. Damping can be put into its equation of motion.

The density-matrix argument needs an equilibrium starting state and a frequency far below the splitting. It refers to no angle $\theta$; its sum over pairs $n\ne m$ holds for any number of bands, provided that $\langle n|j_y|n\rangle=0$. It says less about the motion of a single state. Both arguments require a finite splitting where $f_-\neq f_+$, and this requirement has consequences.

### Where the bands touch

For nonzero $B$ and $C$ the bands touch where $\cos k_x=\cos k_y$ and $\sin k_x\sin k_y=0$, which means at $\Gamma=(0,0)$ and $M=(\pi,\pi)$. Let $(q,\varphi)$ be polar coordinates about $M$. Expansion gives $|d|=q^2g/2$ with $g^2=B^2\cos^22\varphi+C^2\sin^22\varphi$, and $d_0=E_M+(A-A')q^2/2$ with $E_M=-2A+A'$. The vector $(d_z,d_x)$ is proportional to $(B\cos2\varphi,-C\sin2\varphi)$, so on a circle around $M$ the angle $\theta$ turns twice, backwards if $BC>0$. Around $\Gamma$ it turns twice in the opposite sense.

Near $M$ the integrand (6) becomes $2BC(A-A')\sin^2\varphi/(q^2g^3)$. As $g$ is unchanged by a quarter turn, $\sin^2\varphi$ may be replaced by $\tfrac12$. With $d^2k=q\,dq\,d\varphi$ the contribution is

$$\lambda\int\frac{dq}{q},\qquad \lambda=\frac{BC(A-A')}{4\pi^2}\int_0^{2\pi}\frac{d\varphi}{g^3}.$$

In the example $g$ is at least $0.05$ hartree and $A-A'=0.01$ hartree, so the two bands curve oppositely at $M$. With the Fermi level at $E_M=-0.05$ hartree and zero temperature, the integral reaches down to $q=0$ and $K$ diverges logarithmically. Numerical integration over $\varphi$ gives $\lambda=0.029$. Away from $E_M$ the cutoff radius scales as $|\mu-E_M|^{1/2}$, so $K$ grows by about $0.015$ when a small distance $|\mu-E_M|$ shrinks by a factor $e$. At $\Gamma$ both bands curve downwards in this example, since $A+A'=0.07$ exceeds the largest $g$, $0.06$ hartree. At zero temperature the occupations are equal at $\Gamma$ itself, and no such divergence arises. For $\mu$ slightly below the band top at $\Gamma$ they differ in a ring whose inner and outer radii have the fixed ratio $[(A+A'-g)/(A+A'+g)]^{1/2}$. The integrand again falls as $1/q^2$, so the ring gives a finite $K$, about $0.22$, that does not shrink as $\mu$ approaches the top; above the top $K=0$.

### Weak texture is not a small response

Exchange $k_x$ and $k_y$. Then $d_0$ and $d_x$ stay, $d_z$ changes sign, and $\theta\to\pi-\theta$. It follows that a force along $y$ gives $J_x=-KF_y$, and that $K$ can be written as the average of two equal expressions:

$$K=\int\!\frac{d^2k}{4\pi^2}\,(f_--f_+)\,\frac{\partial_x\theta\,\partial_yd_0-\partial_y\theta\,\partial_xd_0}{4|d|}.$$

The numerator is the Jacobian from $(k_x,k_y)$ to $(\theta,d_0)$. Under the sign conditions of (6) it is not negative, so $d^2k$ times the numerator is $d\theta\,dd_0$.

Now let $C\to0^+$. Away from the lines $k_x=\pm k_y$ the integrand (6) is proportional to $C$ and disappears. What remains comes from the points where these lines cross $d_0=\mu$. For $\mu$ between $E_M$ and $E_\Gamma=2A+A'$ there are four, $(\pm k,\pm k)$. Set $s=\sin k$. Near such a point $|d_x|=Cs^2$ is nearly constant, so at fixed $\theta$ half the splitting, $|d|=Cs^2/|\sin\theta|$, does not depend on $d_0$. The difference of two Fermi functions shifted by $\pm|d|$ has the integral

$$\int dd_0\,(f_--f_+)=2|d|$$

at any temperature when $d_0$ runs over all values. Along the lines it runs only from $E_M$ to $E_\Gamma$, so $kT$ is taken small against the distance of $\mu$ from both ends. Across the line $\theta$ sweeps an angle $\pi$. One crossing gives $\int d\theta\,2|d|/(4|d|)=\pi/2$, four give $2\pi$, and

$$K\to\frac1{2\pi}\qquad(C\to0^+).\tag{8}$$

Reversing $C$ reverses $\theta$ and $K$. The clean response thus jumps from $-1/2\pi$ to $1/2\pi$, with $K=0$ at $C=0$. Temperature does not smooth the jump but lowers it. For small $|d|$, $f_--f_+=-2|d|\,f'(d_0)$ with $f$ the Fermi function, and integration from $E_M$ to $E_\Gamma$ gives $K\to[f(E_M)-f(E_\Gamma)]/2\pi$. For finite $C$ the limit is approached when $C$ is small against $B$ and $Cs^2$ is also small against the distance of $\mu$ from $E_M$ and $E_\Gamma$; if $A$ and $A'$ are small against $C$, then $K$ is small, as it must be since it vanishes for $A=A'=0$.

The price is a shrinking range of forces. At a crossing $|\partial_x\theta|=B/(Cs)$, and the condition $|\dot\theta|\ll2|d|$ becomes $F\ll2C^2s^3/B$.

Decay of the coherence between the bands does smooth the jump. Add $-\gamma(\alpha\mathbf e+\beta\hat{\mathbf y})$ to the precession equation, a simple model of relaxation towards the band states. The components then read

$$\dot\theta=2|d|\beta+\gamma\alpha,\qquad 2|d|\alpha=\gamma\beta .$$

Eliminating $\alpha$ multiplies $\beta$ by $4d^2/(4d^2+\gamma^2)$. With $c=Cs^2$, one crossing now contributes

$$\frac12\int_0^\pi\!\frac{d\theta}{1+(\gamma/2c)^2\sin^2\theta}=\frac{\pi}{2}\,\frac{c}{\sqrt{c^2+\gamma^2/4}},$$

where the integral follows from the substitution $t=\tan\theta$. Hence, when $Cs^2$ and $\gamma$ are small against $Bs^2$, and $Cs^2$, $\gamma$ and $kT$ are small against the distance of $\mu$ from $E_M$ and $E_\Gamma$, so that $s$ is nearly constant over the contributing region,

$$K\simeq\frac1{2\pi}\,\frac{Cs^2}{\sqrt{C^2s^4+\gamma^2/4}} .\tag{9}$$

For $Cs^2\ll\gamma/2$ the response is $Cs^2/(\pi\gamma)$, linear in $C$.

### Numbers for the model

Take $\mu=0$ and $kT=0.001$ hartree. The filling is $0.965$ electrons per cell. Equation (7), averaged over a uniform grid of $600\times600$ points with numerical eigenvectors, gives $K=0.1175$. The force on an electron is $F=-eE$, so

$$\sigma_{yx}=-0.1175\,e=-2.86\times10^{-5}\ (\hbar/e)\,\mathrm S .$$

This is a sheet conductivity per spin direction. Spin degeneracy would double it and give no spin current.

The response depends on the Fermi level: $K=0.006$, $0.109$, $0.134$ and $0.180$ at $\mu=-0.10$, $-0.03$, $0.03$ and $0.08$ hartree.

At $\mu=0$, with the other constants fixed, weakening the texture raises $K$: it is $0.140$, $0.149$ and $0.158$ for $C=0.02$, $0.01$ and $0.001$ hartree. Linear extrapolation from $C=0.002$ and $0.001$ hartree to $C=0$ gives $0.159$, the value of $1/2\pi$.

With $\gamma=0.004$ hartree and $s=1$, integration gives $K=0.0701$ at $C=0.001$ hartree and $0.00784$ at $C=0.0001$ hartree. Equation (9) gives $0.0712$ and $0.00795$, larger by 1 to 2% of its own value. Once $Cs^2$ is no longer large against $\gamma/2$, the damped response falls as $C$ is reduced, while the clean one goes on rising towards $1/2\pi$ at this Fermi level. The direction of approach depends on $\mu$: at $\mu=0.08$ hartree the clean response falls from $0.180$ towards $1/2\pi$.

Numbers in the example were calculated in double precision.
